# Why infrared detection of boron modes in silicon usually needs compensation

**Question.** A boron atom in silicon has a vibration of its own that absorbs infrared light. A heavily doped crystal contains many such atoms, so its absorption line should be strong. Why must the crystal usually be electrically compensated before the line can be seen?

**Answer.**

## Two absorbers from one impurity

Boron on a silicon site is lighter than the atom it replaces. Its vibration lies above the highest lattice frequency, which is roughly 520 cm⁻¹, and so stays localized around the impurity. The line of the isotope ¹¹B lies near 620 cm⁻¹. The moving atom and its surroundings carry an oscillating electric dipole, through which the mode absorbs light.

Boron also has one valence electron fewer than silicon. It is an acceptor, and at room temperature in heavily doped material it supplies about one mobile hole. Holes are light charged particles that absorb over a broad range of frequencies, including that of the local mode. Compensation means adding donors, or creating traps by irradiation, to remove these holes while leaving the boron in place.

To compare the two absorbers, let the field inside the crystal be $E\cos\omega t$. The intensity absorption coefficient $\alpha$ is the mean power absorbed per volume divided by the intensity $I=\tfrac12 n\varepsilon_0cE^2$. Here $n$ is the refractive index, taken as constant, and the imaginary part of the complex index is assumed small compared with $n$.

**Holes.** In the Drude model a hole of mass $m$ and scattering time $\tau$ obeys

$$m\dot v+\frac{m}{\tau}v=eE\cos\omega t .$$

Insert $v=A\cos\omega t+B\sin\omega t$. The sine terms give $B=\omega\tau A$. The cosine terms give $\omega B+A/\tau=eE/m$, and therefore

$$A=\frac{eE\tau}{m(1+\omega^2\tau^2)} .$$

Only the part of the velocity in phase with the force does net work, so the mean power per hole is $eEA/2$. Multiplying by the hole density $p$ and dividing by $I$ gives

$$\alpha_h=\frac{pe^2\tau}{n\varepsilon_0cm(1+\omega^2\tau^2)} .$$

**Local mode.** Treat the mode as an oscillator with the ¹¹B mass $M$, full linewidth $\Gamma$ in angular frequency, and an apparent charge chosen as $e$. The apparent charge includes the response of the neighbouring atoms; another value would multiply the line strength by the square of its ratio to $e$. The equation of motion is

$$M\ddot x+M\Gamma\dot x+M\omega_0^2x=eE\cos\omega t .$$

At $\omega=\omega_0$ the inertial and spring terms cancel. What remains is $\dot x=eE\cos\omega t/(M\Gamma)$, and the mean power is $e^2E^2/(2M\Gamma)$. For a ¹¹B density $N_{11}$,

$$\alpha_L=\frac{N_{11}e^2}{n\varepsilon_0cM\Gamma} .$$

Division removes the common factors:

$$r=\frac{\alpha_L}{\alpha_h}=\frac{N_{11}}{p}\,\frac{m}{M}\,\frac{1+\omega^2\tau^2}{\Gamma\tau} .$$

The mode gains from its sharp resonance but loses through its large mass. In an uncompensated, fully ionized crystal, $N_{11}/p$ is the isotopic share of ¹¹B. Adding boron then raises line and background together. At fixed $\tau$ and $\Gamma$, heavier doping does not improve their ratio.

## The size of the background

Take $10^{19}$ cm⁻³ boron at 300 K, of which a share 0.80 is ¹¹B. Rough typical values are $n=3.42$, $m=0.35$ electron masses, a hole mobility of 70 cm²/Vs and a linewidth of 5 cm⁻¹. The mobility gives $\tau=\mu m/e=13.9$ fs, so $\omega\tau=1.627$ and $\Gamma\tau=0.01312$. The mass ratio is $m/M=1.744\times10^{-5}$. Hence

$$r=0.80\,(1.744\times10^{-5})\,\frac{1+1.627^2}{0.01312}=0.00388 .$$

The formula for the holes gives $\alpha_h=3388$ cm⁻¹. The line contributes $\alpha_L=0.00388\times3388=13.1$ cm⁻¹. The background is therefore about 260 times the line.

The scattering time used here is close to the least favourable one for the line. The factor $(1+\omega^2\tau^2)/\tau$ has its minimum, $2\omega$, at $\omega\tau=1$. Since $\omega/\Gamma=620/5=124$, the smallest possible ratio here is $0.80(m/M)(2\times124)=0.0035$, close to the value found. Moderate changes of $\tau$ leave the background dominant: at fixed mass, halving $\tau$ lowers the ratio by about 9%, and doubling it raises the ratio by about 60%. If $\omega\tau\gg1$, however, the ratio grows in proportion to $\tau$. Within the Drude model, cleaner, more lightly doped crystals can thus be more favourable than the fixed-$\tau$ comparison suggests. Transitions between valence bands, described below, limit this gain because their absorption does not fall as $\tau$ grows.

## What reaches the detector

A large background does not by itself hide a narrow line. What matters is the transmitted intensity. At normal incidence each surface reflects a fraction $R=[(n-1)/(n+1)]^2=0.300$, and the two surfaces together pass $(1-R)^2=0.490$. Keep one passage through the slab and neglect repeated internal reflections. With thickness $d$ and background $\alpha_b=\alpha_h+\alpha_{\rm lat}$, the intensity beside the line is

$$\frac{I}{I_0}=(1-R)^2e^{-\alpha_bd} .$$

Here $\alpha_{\rm lat}$ is absorption by the silicon lattice, taken as a rough 8 cm⁻¹. At line centre the exponent also contains $\alpha_Ld$. The intensity lost to the line is the difference,

$$S=\frac{\Delta I}{I_0}=(1-R)^2e^{-\alpha_bd}\left(1-e^{-\alpha_Ld}\right).$$

Dividing by the intensity beside the line gives the fractional depth $\Delta I/I=1-e^{-\alpha_Ld}$. The hole absorption has cancelled. Within this model, holes do not make the line shallower in relative terms; they remove the light needed to measure it.

For a slab of 200 µm, or 0.020 cm, the fractional depth is $1-e^{-13.14\times0.020}=0.23$. That would be an easy line to see, but without compensation the background exponent is $(3388+8)\times0.020=67.9$, and

$$\frac{I}{I_0}=0.490\,e^{-67.9}=1.6\times10^{-30} .$$

An incident beam of 1 mW at this frequency would send about $1.3\times10^{-13}$ photons per second through the slab. Longer averaging cannot repair such a loss.

## Why not use a thinner sample?

A thinner sample passes more light but contains fewer boron atoms along the beam. To find the best compromise, write

$$S=(1-R)^2\left[e^{-\alpha_bd}-e^{-(\alpha_b+\alpha_L)d}\right].$$

Setting the derivative with respect to $d$ to zero gives

$$\alpha_be^{-\alpha_bd}=(\alpha_b+\alpha_L)e^{-(\alpha_b+\alpha_L)d},$$

and hence

$$d^*=\frac{1}{\alpha_L}\ln\left(1+\frac{\alpha_L}{\alpha_b}\right).$$

For $\alpha_L\ll\alpha_b$, the logarithm is nearly $\alpha_L/\alpha_b$, so $d^*\simeq1/\alpha_b$. At this thickness the background factor is $1/\exp(1)$ and the fractional depth is nearly $\alpha_L/\alpha_b$. The largest signal is therefore

$$S_{\max}\simeq\frac{(1-R)^2}{\exp(1)}\,\frac{\alpha_L}{\alpha_b} .$$

In the example $d^*=2.9$ µm and $S_{\max}=7.0\times10^{-4}$. Let the smallest detectable change be $10^{-3}$ of the incident intensity, a chosen threshold that assumes noise independent of the transmitted light. The best film then falls slightly short.

Interference matters in so thin a film. To include it, add the amplitudes of all internally reflected waves. With complex index $\tilde n$ and $\beta=\tilde n\omega d/c$, the transmitted amplitude is

$$t=\frac{4\tilde n e^{i\beta}}{(1+\tilde n)^2-(\tilde n-1)^2e^{2i\beta}} .$$

The Drude holes enter through the term $-pe^2/[\varepsilon_0m(\omega^2+i\omega/\tau)]$ in $\tilde n^2$; line and lattice absorption add imaginary terms. Scanning the thickness numerically gives a best signal of $1.1\times10^{-3}$ at 2.8 µm, just above the threshold. A free-standing film is thus a borderline case: the outcome depends on the chosen threshold, and the additional hole absorption described below, added as an imaginary term in $\tilde n^2$, lowers the best signal to about $5\times10^{-4}$, half the threshold. Whether the line can be seen without compensation depends on doping, thickness and sensitivity, hence the word "usually".

## What compensation changes

Compensation lowers $p$ without lowering $N_{11}$. It breaks the link that made extra boron useless. Suppose that 1% of the holes remain, with $\tau$ held fixed. Many of them, perhaps most, may be bound to boron even at room temperature. At this frequency a bound hole absorbs about as strongly as a free one does in the Drude model, as estimated below, so all remaining holes are counted as free Drude holes. Their density is $10^{17}$ cm⁻³ and their absorption 33.9 cm⁻¹. The background exponent becomes $(33.9+8)\times0.020=0.838$. The slab now passes 0.212 of the incident light, and

$$S=0.212\times0.231=0.049 .$$

This is about 70 times the single-pass optimum for the uncompensated film. Including repeated reflections and averaging over the interference fringes changes it only to 0.051.

The required compensation follows from $S\ge S_{\min}$. Divide by the surface factor and the fractional depth, then take the logarithm:

$$\alpha_b\le\frac1d\ln\left[\frac{(1-R)^2(1-e^{-\alpha_Ld})}{S_{\min}}\right].$$

For $S_{\min}=10^{-3}$ this gives

$$\alpha_b\le\frac{1}{0.020\ \text{cm}}\ln\left(\frac{0.490\times0.231}{0.001}\right)=236\ \text{cm}^{-1} .$$

After subtraction of the lattice part, about 228 cm⁻¹ is left for holes. The absorption per hole is $3388/10^{19}=3.39\times10^{-16}$ cm², so the residual density may be at most $6.7\times10^{17}$ cm⁻³. At least 93% of the holes must be removed in this Drude estimate.

The threshold enters through a logarithm. Making the measurement ten times more sensitive raises the permitted background by $\ln(10)/0.020=115$ cm⁻¹, far less than the original 3388 cm⁻¹. Better detection relaxes the demand on compensation but does not remove it for this slab.

Too many donors do not help either. Once they exceed the acceptors, the surplus supplies electrons, which absorb by the same mechanism with their own mass and scattering time. The acceptor and donor densities must therefore nearly balance.

## Can cooling replace compensation?

Cooling can return holes to their acceptors only if the doping is below the transition to metallic conduction. A hydrogen-like acceptor with binding energy $E_b=45$ meV has radius $a=e^2/(8\pi\varepsilon_0n^2E_b)$. The Mott estimate $p^{1/3}a=0.26$ puts the transition near $7\times10^{18}$ cm⁻³; the measured value is somewhat lower, about $4\times10^{18}$ cm⁻³. The example lies above both values, so its holes are not expected to freeze out.

Below the transition, neutral boron brings another background. The local-mode photon has 76.9 meV, enough to free a hole bound by 45 meV. The cross section can be estimated from the ground-state photoionization formula of hydrogen. With $x=\hbar\omega/E_b$, $q=\sqrt{x-1}$, and $\alpha_f$ the fine-structure constant,

$$\sigma=\frac{a^2}{n}\,\frac{512\pi^2\alpha_f}{3\exp(4)}\,\frac{\exp[4-4(\arctan q)/q]}{x^4[1-\exp(-2\pi/q)]} .$$

The factor $a^2$ replaces the squared Bohr radius because the squared dipole length scales as $a^2$; at fixed $x$, the energy scale cancels between the photon energy and the density of final states. The factor $1/n$ comes from the intensity in the crystal. The result is $2.8\times10^{-16}$ cm², close to the Drude free-hole value, and a little under half the free-hole value once the valence-band transitions described below are included. At $3\times10^{18}$ cm⁻³, neutral boron would still give an exponent of about 17 in the 200 µm slab. Cooling may sharpen the line, but it does not restore the light in this case.

## How far the numbers can be trusted

The doping, mobility and thickness are in the range of real heavily doped wafers, but the Drude background is too simple. First, at $10^{19}$ cm⁻³ the holes noticeably change the refractive index. Using the full complex index raises their absorption from 3388 to about 4330 cm⁻¹ and the line-centre absorption from 13.1 to about 16 cm⁻¹, so the ratio changes little.

Second, light can lift a hole from one valence band to another. A spherical four-band model, which contains only the heavy-hole and light-hole bands, gives a rough size for this effect. Its Hamiltonian is

$$H=\frac{\hbar^2}{2m_e}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],$$

where $m_e$ is the electron mass, $\mathbf J$ is the spin-3/2 operator, $\gamma_1=4.3$ and $\gamma=1.0$. The bands differ in energy by $2\gamma\hbar^2k^2/m_e$. For $\mathbf k$ along $z$, each transverse velocity element between them has magnitude $\sqrt3\gamma\hbar k/m_e$. Summing the squares over two spin states and two transverse directions, then dividing by three for the average over directions, gives $4\gamma^2\hbar^2k^2/m_e^2$. The golden rule then yields the conductivity

$$\sigma_{\rm inter}=\frac{\pi e^2}{\omega}\,\frac{k^2}{2\pi^2}\,\frac{4\gamma^2\hbar^2k^2/m_e^2}{4\gamma\hbar^2k/m_e}\,\Delta f=\frac{e^2\gamma k^3\Delta f}{2\pi m_e\omega} .$$

Here $k$ satisfies $2\gamma\hbar^2k^2/m_e=\hbar\omega$, and $\Delta f$ is the difference in hole occupation. With Fermi statistics at 300 K, the added absorption $\sigma_{\rm inter}/(n\varepsilon_0c)$ is about 3300 cm⁻¹, roughly doubling the constant-index Drude value. If the remaining holes are free, the same correction lowers the permitted residual density to $3.6\times10^{17}$ cm⁻³, so the required compensation rises to about 96%. The model omits the split-off valence band, which in silicon lies only about 44 meV from the other two. The photon energy is larger than this, so the omission matters. If that band is added to the spherical model, the heavy-light gap saturates near 29 meV and the absorption at the line comes from transitions to the split-off band instead. A six-band model with the warped bands of silicon ($\gamma_1=4.285$, $\gamma_2=0.339$, $\gamma_3=1.446$) gives about 2600 cm⁻¹, some 20% less than the four-band value, with roughly 1500 cm⁻¹ from heavy-to-light transitions and 1100 cm⁻¹ from transitions to the split-off band. The permitted residual density is then $3.8\times10^{17}$ cm⁻³, still about 96% compensation. The four-band figures therefore show the rough size of the effect, not a precise limit or the transitions responsible.

Third, compensated crystals contain additional charged scatterers, which alter $\tau$. At fixed hole density and mass, the constant-index Drude absorption cannot exceed its value at $\omega\tau=1$, which is 12% above the value used here. Donors close to boron can also shift or split the line, so a compensated sample need not show the spectrum of isolated boron alone.

These corrections change the required percentage, not the reason for compensation: in a heavily doped slab of ordinary thickness, the holes leave too little transmitted light for the boron line to be measured.

Numerical values quoted here were computed with a short program.
